# Band-edge nonparabolicity in the P-only three-level Kane model

## Problem

A semiconductor has an s-like conduction edge at energy zero. Below it lie p-like valence levels, split by spin-orbit coupling into a \(j=3/2\) level at \(-E_g\) and a \(j=1/2\) split-off level at \(-(E_g+\Delta)\), with \(E_g>0\) and \(\Delta\ge 0\). The only dependence on the wave vector \(\mathbf k\) is the coupling between s and p states of the same spin,

\[
\langle s|H|p_j\rangle=iPk_j,\qquad j=x,y,z,
\]

with \(P\) real. The free-electron kinetic energy on the diagonal and all other bands are dropped; this is the meaning of "P-only". Define the band-edge mass \(m^*\) and the nonparabolicity \(\alpha\) by

\[
E(1+\alpha E)=\frac{\hbar^2k^2}{2m^*},
\]

matched to the conduction band through order \(k^4\). How does the dimensionless product \(\alpha E_g\) depend on \(\Delta/E_g\)? What are its values at \(\Delta=0\) and for \(\Delta\to\infty\), and how far does it depart from them in between?

It is convenient to write

\[
t=\frac{\hbar^2k^2}{2m_0},\qquad E_P=\frac{2m_0P^2}{\hbar^2},\qquad P^2k^2=E_Pt .
\]

In Rydberg atomic units \(\hbar^2/2m_0=1\), so \(t=k^2\) and \(E_P=P^2\).

## A tempting solution

Start with a single valence level at \(-E_g\), coupled to the conduction state with strength squared \(wE_Pt\), where \(w\) is a fixed weight. The \(2\times2\) secular equation is

\[
E(E+E_g)=wE_Pt .
\]

Division by \(E_g\) gives \(E(1+E/E_g)=(wE_P/E_g)\,t\), hence \(\alpha=1/E_g\), whatever the weight.

Now add the split-off level. It is farther away, so one may suppose that it merely alters the strength of the repulsion, and hence the mass, while the nearest gap still governs the energy dependence. Absorbing the split-off level into \(m^*\) then leaves

\[
E\left(1+\frac{E}{E_g}\right)=\frac{\hbar^2k^2}{2m^*},
\qquad \alpha E_g=1\ \text{ for every }\Delta .
\]

The usual checks seem to support this. At \(\Delta=0\) the valence levels coincide and there is a single gap. For \(\Delta\to\infty\) the split-off level is out of reach and there is again a single gap. The mass is right for every \(\Delta\), because it was fitted.

The fault is in the word "merely". As the electron energy rises from zero to \(E\), the repulsion from the upper valence level weakens by the factor \(E_g/(E+E_g)\). The repulsion from the split-off level weakens more slowly, by \((E_g+\Delta)/(E+E_g+\Delta)\). The argument applied the first factor to both. At \(\Delta=0\) the two factors are equal, and for \(\Delta\to\infty\) the second contribution has vanished, so neither limit can reveal the mistake. The two contributions have to be kept apart.

## The coupling to each valence level

Let \(\hat{\mathbf k}\) be the unit vector along \(\mathbf k\), and let \(|p_k\rangle=\sum_j\hat k_j|p_j\rangle\) be the p orbital pointing along it. The s state couples to \(|p_k\rangle\) with matrix element \(iPk\), and to the two perpendicular p orbitals not at all. Spin is conserved by this coupling.

Within the p states the Hamiltonian is

\[
H_p=-E_g-\frac{\Delta}{3}+\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma ,
\]

with \(\mathbf L\) in units of \(\hbar\). Since \(\boldsymbol\sigma=2\mathbf S\),

\[
\mathbf L\cdot\boldsymbol\sigma=j(j+1)-l(l+1)-s(s+1)=j(j+1)-2-\tfrac34 ,
\]

which is \(1\) for \(j=3/2\) and \(-2\) for \(j=1/2\). The energies are therefore \(-E_g\) and \(-E_g-\Delta\), as required. The projectors on the two levels are

\[
\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad
\Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3},
\]

because the first takes the values 1 and 0 on the two levels, and the second 0 and 1.

How much of each level does \(|p_k\rangle\) contain? In the real basis \(p_x,p_y,p_z\) the matrices of \(L_i\) are \(-i\) times antisymmetric matrices. An antisymmetric matrix taken between a real vector and itself gives zero, so \(\langle p_k|L_i|p_k\rangle=0\) for each \(i\). Hence, for spins \(\sigma,\sigma'\),

\[
\langle p_k\sigma|\Pi_{3/2}|p_k\sigma'\rangle=\tfrac23\,\delta_{\sigma\sigma'},\qquad
\langle p_k\sigma|\Pi_{1/2}|p_k\sigma'\rangle=\tfrac13\,\delta_{\sigma\sigma'} .
\]

The weights do not depend on the direction of \(\mathbf k\), and the two spins do not mix. In this model the conduction band is isotropic and doubly degenerate.

## The conduction-band equation

Write an eigenstate as an s part with spin amplitudes \(c\) and a p part \(\phi\). With \(V\) the coupling from p to s, the eigenvalue equations are

\[
Ec=V\phi,\qquad E\phi=H_p\phi+V^\dagger c .
\]

For \(E>0\) the operator \(E-H_p\) has an inverse, since the eigenvalues of \(H_p\) are negative. Thus \(\phi=(E-H_p)^{-1}V^\dagger c\), and

\[
Ec=V(E-H_p)^{-1}V^\dagger c,\qquad
(E-H_p)^{-1}=\frac{\Pi_{3/2}}{E+E_g}+\frac{\Pi_{1/2}}{E+E_g+\Delta}.
\]

If \(c\) were zero, \(\phi\) would vanish as well, so \(c\) can be cancelled. With the weights just found,

\[
E=E_Pt\,f(E),\qquad
f(E)=\frac{2/3}{E+E_g}+\frac{1/3}{E+E_g+\Delta}.
\]

No approximation beyond the model has been made. For \(E\ge0\) the function \(f\) decreases, so \(E/f(E)\) rises steadily from zero to infinity, and each \(t>0\) has one positive solution: the conduction band.

## The nonparabolicity

Near the edge put \(E=at+bt^2+O(t^3)\). Then \(f(E)=f(0)+f'(0)\,at+O(t^2)\), and the band equation becomes

\[
at+bt^2=E_Pf(0)\,t+E_Pf'(0)\,a\,t^2+O(t^3).
\]

Equal powers of \(t\) give

\[
a=E_Pf(0),\qquad b=E_Pf'(0)\,a .
\]

On the defining side, \(\hbar^2k^2/2m^*=(m_0/m^*)\,t\), while

\[
E+\alpha E^2=at+(b+\alpha a^2)t^2+O(t^3).
\]

The first order gives \(a=m_0/m^*\). The second-order term must vanish, so

\[
\alpha=-\frac{b}{a^2}=-\frac{E_Pf'(0)}{a}=-\frac{f'(0)}{f(0)} .
\]

The coupling \(P\) has cancelled: it sets the mass but not \(\alpha\). With \(r=E_g/(E_g+\Delta)\), which runs from 1 at \(\Delta=0\) down to 0 for \(\Delta\to\infty\),

\[
f(0)=\frac{2+r}{3E_g},\qquad f'(0)=-\frac{2+r^2}{3E_g^2},\qquad
\alpha E_g=\frac{2+r^2}{2+r}.
\]

The departure from the tempting answer is

\[
1-\alpha E_g=\frac{(2+r)-(2+r^2)}{2+r}=\frac{r}{2+r}\,(1-r).
\]

Each factor has a meaning. The terms of \(f(0)\) are in the ratio \(2:r\), so \(r/(2+r)\) is the share of the split-off level in the inverse mass. The second factor, \(1-r\), is the fraction by which its inverse gap falls short of \(1/E_g\). For small \(\Delta\) the share is near one third but the shortfall vanishes; for large \(\Delta\) the shortfall is nearly complete but the share vanishes. Between these limits both factors are positive, and \(\alpha E_g\) lies below one.

## The minimum

Let \(x=\Delta/E_g\), so that \(r=1/(1+x)\). Then

\[
r(1-r)=\frac{x}{(1+x)^2},\qquad 2+r=\frac{3+2x}{1+x},
\]

and division gives

\[
\alpha E_g=1-\frac{x}{(1+x)(3+2x)} .
\]

At \(x=0\) this is 1. For small \(x\) it falls as \(1-x/3\); for large \(x\) it approaches 1 from below as \(1-1/(2x)\). In the second limit \(k\to0\) is taken first, at fixed \(\Delta\), and \(\Delta\to\infty\) afterwards.

For \(x>0\) take the reciprocal of the departure:

\[
\frac1{1-\alpha E_g}=\frac{3+5x+2x^2}{x}=5+2x+\frac3x .
\]

The product \(\alpha E_g\) is least where this quantity is least. Since

\[
2x+\frac3x-2\sqrt6=\left(\sqrt{2x}-\sqrt{\frac3x}\right)^2\ge0,
\]

the least value is \(5+2\sqrt6\), reached only at \(2x=3/x\), that is, \(x=\sqrt{3/2}\approx1.225\). Because \((5+2\sqrt6)(5-2\sqrt6)=25-24=1\),

\[
(\alpha E_g)_{\min}=1-(5-2\sqrt6)=2\sqrt6-4\approx0.899 .
\]

The derivative of \(5+2x+3/x\) is \(2-3/x^2\), negative below \(\sqrt{3/2}\) and positive above it. Thus \(\alpha E_g\) falls once, from 1 to 0.899, and then rises once towards 1. The shortcut \(\alpha=1/E_g\) is too large by at most about 11% of the correct P-only value.

Direct diagonalization of the \(8\times8\) matrix, with \(\alpha\) extracted from its eigenvalues, puts the minimum at \(0.898979\) near \(\Delta/E_g=1.225\). At \(\Delta/E_g=0.5\) and \(5\) it gives \(0.916667\) and \(0.935897\), in agreement with the formula to the digits shown.

## Two further readings of the result

**Higher energies.** The parameter \(\alpha\) describes the edge, not the whole band. Write \(T=\hbar^2k^2/2m^*=Ef(0)/f(E)\), and let

\[
g_1=\frac1{E_g},\qquad g_2=\frac1{E_g+\Delta},\qquad g_3=\frac1{E_g+2\Delta/3}.
\]

Putting the two terms of \(f\) over a common denominator gives

\[
f(E)=\frac{E+E_g+2\Delta/3}{(E+E_g)(E+E_g+\Delta)},
\qquad
T=E\,\frac{(1+g_1E)(1+g_2E)}{1+g_3E}.
\]

The linear term of the fraction shows that \(\alpha=g_1+g_2-g_3\). Subtracting \(1+\alpha E\) from the fraction leaves \((g_1g_2-\alpha g_3)E^2/(1+g_3E)\), and \(g_1g_2-\alpha g_3=(g_1-g_3)(g_2-g_3)\). Therefore

\[
T=E\left[1+\alpha E+\frac{(g_1-g_3)(g_2-g_3)E^2}{1+g_3E}\right].
\]

For finite \(\Delta>0\) we have \(g_1>g_3>g_2\), so the last term is negative. At given \(k\) the true P-only energy therefore lies above the band-edge law. The term vanishes at \(\Delta=0\) and, at fixed \(E\), for \(\Delta\to\infty\), where the whole band takes the two-level form.

**Energy-dependent mass.** Differentiating \(E+\alpha E^2=\hbar^2k^2/2m^*\) with respect to \(k\) gives \((1+2\alpha E)\,dE/dk=\hbar^2k/m^*\), or

\[
\frac{\hbar^2k}{dE/dk}=m^*(1+2\alpha E)
\]

to first order in \(E\). The slope of this mass with energy, divided by \(m^*\), is \(2\alpha\), not \(\alpha\); a slope read as \(\alpha\) would hide the dip behind a factor of two.

## A heavily doped n-type example

Take \(E_g=0.35\) eV, \(\Delta=0.40\) eV and \(E_P=21\) eV, rough values typical of InAs at room temperature, with an electron density of \(10^{18}\) cm\(^{-3}\). Then \(\Delta/E_g=1.143\), close to the minimum, and \(r=0.4667\). The formulas give

\[
\frac{m_0}{m^*}=\frac{21}{3}\left(\frac2{0.35}+\frac1{0.75}\right)=49.33,
\qquad
\alpha E_g=\frac{2+0.4667^2}{2.4667}=0.899,
\]

so \(m^*=0.0203\,m_0\) and \(\alpha=0.899/0.35=2.57\) eV\(^{-1}\). The shortcut \(1/E_g\) would be 2.86 eV\(^{-1}\).

The density is \(n=10^{-3}\) nm\(^{-3}\), so the Fermi wave number is \(k_F=(3\pi^2n)^{1/3}=0.3094\) nm\(^{-1}\). The free-electron energy there is \(0.0381\times0.3094^2\) eV \(=3.646\) meV, and the parabolic energy is \(T=49.33\times3.646=179.9\) meV. Solving \(E+\alpha E^2=T\) for the positive root,

\[
E_F=\frac{\sqrt{1+4\alpha T}-1}{2\alpha}
=\frac{\sqrt{1+4(2.569)(0.1799)}-1}{2(2.569)}\ \text{eV}=133.9\ \text{meV}.
\]

The full P-only matrix gives 134.3 meV at zero temperature, slightly higher, as the sign of the correction term requires. The shortcut gives 130.9 meV, which is 2.5% below the full P-only value, and the parabolic law is 34% above it. At this density nonparabolicity is a large effect, while the dip in \(\alpha E_g\) is a small correction to it.

## What the model leaves out

Add a term \(ct\) to the s level and \(vt\) to all p levels. The band equation becomes

\[
E-ct=E_Pt\,f(E-vt).
\]

Let \(A=E_Pf(0)\), and let \(\alpha_P\) be the P-only value. Inserting \(E=at+bt^2\) gives \(a=c+A\) at first order and \(b=E_Pf'(0)(a-v)\) at second. Since \(-E_Pf'(0)=\alpha_PA\),

\[
\frac{\alpha}{\alpha_P}=\frac{A(a-v)}{a^2}.
\]

The free-electron term alone means \(c=v=1\). Then \(a-1=A\), and the factor is \((A/a)^2=(1-m^*/m_0)^2\), with \(m^*\) now including this term. Here it is 0.961 and lowers \(\alpha E_g\) to 0.864. It also adds \(t\) to every eigenvalue at given \(k\), so the Fermi energy rises by 3.6 meV to 137.9 meV.

Remote bands matter more. A rough InAs conduction mass of \(0.023\,m_0\) requires \(c=1/0.023-49.33=-5.9\). A rough heavy-hole mass of \(0.4\,m_0\) gives \(-1/0.4=-2.5\) for the p orbitals perpendicular to \(\mathbf k\), because the heavy holes are made of these and are flat in the P-only model. Setting \(v=-2.5\) assumes the same term for the p orbital along \(\mathbf k\), which the heavy-hole mass does not fix. These effective terms include the free-electron part. With both, the factor is 1.20, \(\alpha E_g\) becomes 1.08, and the Fermi energy at the same density falls to 115 meV, in part because the mass is heavier.

For InAs, then, remote bands cannot safely be ignored. With these inputs, the estimated net effect of remote bands and the free-electron term on \(\alpha E_g\), about \(+0.18\), exceeds the dip of 0.10 and has the opposite sign. The value 0.899 is a property of the P-only model, not a prediction for the material. The estimate is itself rough. Because \(c\) is a small difference of large numbers, taking \(E_P=19\) eV with the same masses reduces the net effect to about \(+0.08\), less than the dip. The choice of \(v\) is as uncertain. About nine tenths of its effect on \(\alpha\) comes from the p orbital along \(\mathbf k\), whose term is fixed by the light-hole mass, again as a small difference of large numbers. A common \(v=-2.5\) implies a light-hole mass of \(0.0235\,m_0\). With the other masses unchanged, a light-hole mass of \(0.026\,m_0\) reduces the net effect to about \(+0.05\), and one of \(0.022\,m_0\) raises it to about \(+0.28\). A single isotropic \(v\) also ignores valence-band warping. The remote-band effect is thus of the same order as the dip, but these inputs do not decide which is larger.

Other effects act on the example as follows.

- **Temperature of the electrons.** At 300 K, where \(k_BT=25.9\) meV, the P-only chemical potential is 125.8 meV, about 8.5 meV below the zero-temperature Fermi energy. The gas is degenerate, but not strongly so.
- **Temperature of the lattice.** With a rough low-temperature gap of 0.42 eV, and \(\Delta\) and \(E_P\) held fixed, \(\alpha E_g\) is 0.901, almost unchanged because both cases lie near the minimum. But \(\alpha\) itself drops to 2.14 eV\(^{-1}\), 17% less, through the factor \(1/E_g\).
- **Exchange.** For plane waves with unscreened repulsion and a rough dielectric constant \(\epsilon=15\), the state at \(k=0\) is lowered by the integral of \(4\pi C/(\epsilon q^2)\) over the Fermi sphere, divided by \((2\pi)^3\), with \(C=e^2/4\pi\epsilon_0\). This is \(2Ck_F/(\pi\epsilon)=18.9\) meV. For a state on the Fermi surface, the integral of \(1/q^2\) is \(2\pi k_F\) instead of \(4\pi k_F\), so the lowering is half as large, 9.5 meV. In this estimate the occupied part of the band widens by 9.5 meV. Static Thomas-Fermi screening by the electrons themselves, with the density of states of the nonparabolic band at the Fermi level, reduces the widening to about 4 meV, comparable with the 3.4 meV error of the shortcut.

The edge expansion also fails as \(E_g\to0\) at fixed \(\Delta\). Then \(\alpha E_g\to1\), but \(\alpha\) diverges, and the range \(E\ll E_g\) in which the expansion holds shrinks to nothing. At \(E_g=0\) and \(E\ll\Delta\), the band equation gives \(E^2\approx\tfrac23E_Pt\): the energy is linear in \(k\), and no band-edge mass exists. The full equation \(E=E_Pt\,f(E)\) remains usable there, within the P-only model.

The remaining values are listed in the numerical output below.

## Computed values

```
P-only model: alpha*Eg from the 8x8 matrix and from the formula
  Delta/Eg =    0.0000: matrix 1.000000, formula 1.000000
  Delta/Eg =    0.1000: matrix 0.971591, formula 0.971591
  Delta/Eg =    0.5000: matrix 0.916667, formula 0.916667
  Delta/Eg =    1.2247: matrix 0.898979, formula 0.898979
  Delta/Eg =    5.0000: matrix 0.935897, formula 0.935897
  Delta/Eg =   20.0000: matrix 0.977852, formula 0.977852
  Delta/Eg = 1000.0000: matrix 0.999501, formula 0.999501
Minimum from matrix: 0.898979 at Delta/Eg = 1.225
2 sqrt(6) - 4 = 0.898979, sqrt(3/2) = 1.2247
Example, rough InAs-like inputs:
  Eg = 0.35 eV, Delta = 0.40 eV, EP = 21.0 eV
  electron density = 1.0e+18 cm^-3
  Delta/Eg = 1.1429, Eg/(Eg+Delta) = 0.4667
  hbar^2/(2 m0) = 0.038100 eV nm^2
  Fermi wave number = 0.3094 nm^-1
  free-electron energy there = 3.646 meV
  P-only m0/m* = 49.333, m*/m0 = 0.02027
  alpha*Eg = 0.89910, alpha = 2.5689 eV^-1
  shortcut 1/Eg = 2.8571 eV^-1
  Fermi energy, parabolic = 179.89 meV
  Fermi energy, shortcut 1/Eg = 130.92 meV
  Fermi energy, band-edge alpha = 133.86 meV
  Fermi energy, full P-only matrix = 134.28 meV
Neglected effects, same example:
  free-electron term: alpha factor 0.9607, alpha*Eg 0.8637, Fermi energy 137.93 meV
  remote, conduction only: alpha factor 1.1347, alpha*Eg 1.0202, Fermi energy 117.32 meV
  remote, both: alpha factor 1.1999, alpha*Eg 1.0788, Fermi energy 115.42 meV
  rough masses used: conduction 0.023 m0, heavy hole 0.4 m0
  diagonal terms used: s -5.855, p -2.500
  kT at 300 K = 25.85 meV, chemical potential = 125.77 meV
  rough cold gap 0.42 eV: alpha*Eg = 0.90054, alpha = 2.1442 eV^-1
  exchange lowering, rough dielectric constant 15: 18.91 meV at k = 0, 9.45 meV at the Fermi level
```
